# Shuffle and Glide Slip in Silicon: Cut Bonds and Stacking Faults

## What symmetry fixes and what it leaves open

Slide one half of a silicon crystal over the other on a {111} plane by an in-plane vector $\mathbf u$. The energy per area, $\gamma(\mathbf u)$, is periodic in $\mathbf u$. If the cohesion comes from bonds of energy $\varepsilon$ and each surface cell has area $A_0$, dimensions require

$$\gamma(\mathbf u)=\frac{\varepsilon}{A_0}\,g(\mathbf u/a),$$

where $a$ is the cubic lattice constant and $g$ is a pure number that may depend on the plane cut and on the form of the bond law.

Symmetry then names the candidate faults. Each half crystal has threefold axes normal to the plane, passing through three kinds of lateral position in every surface cell. At three slips per cell, $\mathbf u=0$ and $\mathbf u=\pm\boldsymbol\delta$, the axes of the two halves coincide. The slope of $\gamma$ there is an in-plane vector that a 120° rotation must leave unchanged, so it is zero. The slips $\pm\boldsymbol\delta$ are therefore stationary points on every {111} cut.

Symmetry does not say whether such a point is a minimum or whether its energy is low. That depends on which bonds the slip restores, and here the two kinds of {111} cut differ.

## Two cuts through one crystal

Let $\mathbf a_1$ and $\mathbf a_2$ be the shortest in-plane lattice vectors, at 60° to each other and of length $s=a/\sqrt2$. The cell area is $A_0=\sqrt3\,s^2/2=\sqrt3\,a^2/4$. Define $\boldsymbol\delta=(\mathbf a_1+\mathbf a_2)/3$. Since $|\mathbf a_1+\mathbf a_2|^2=s^2+s^2+2s^2\cos60^\circ=3s^2$,

$$|\boldsymbol\delta|=\frac{s}{\sqrt3}=\frac{a}{\sqrt6},$$

which is the length of a slip $a/6\langle112\rangle$.

Going up the stack, gaps of two widths alternate. Across the wide gap, of height equal to the bond length $d$, each atom sits directly above its partner. Across the narrow gap, of height $d/3$, the layer is displaced sideways by $\boldsymbol\delta$, so that each atom sits over a hollow between three atoms. With $d=\sqrt3\,a/4$ we have $a^2/6=8d^2/9$, and the distance to each of the three is

$$\sqrt{\frac{d^2}{9}+\frac{8d^2}{9}}=d .$$

A cut through the wide gap (the shuffle set) thus severs one bond per surface atom. A cut through the narrow gap (the glide set) severs three.

The numbers below use the Stillinger-Weber potential for silicon, a classical model. It has a pair energy with depth $\varepsilon=2.168$ eV at the bond length, and a non-negative penalty proportional to $(\cos\theta+1/3)^2$ for each angle $\theta$ between two neighbours of an atom. The penalty vanishes at the tetrahedral angle. The model gives $d=0.2352$ nm, $a=0.5431$ nm and $A_0=0.1277$ nm². Its range, 0.3771 nm, ends short of the second neighbours at 0.3840 nm.

Pulling the halves straight apart removes $n$ bonds per cell and leaves the surviving angles ideal. The energy of the whole cut, which makes two surfaces, is

$$W=\frac{n\varepsilon}{A_0}.$$

For $n=1$ this is $2.168/0.1277=17.0$ eV/nm², or 2.72 J/m². For $n=3$ it is 8.16 J/m². The ratio of three belongs to rigid cleavage in a first-neighbour model. It is not yet a statement about slip, during which old bonds stretch while new ones form.

## Why the glide cut can heal

Slip the upper half by $\boldsymbol\delta$ on a glide cut. The sideways step across the gap changes from $\boldsymbol\delta$ to

$$2\boldsymbol\delta=-\boldsymbol\delta+(\mathbf a_1+\mathbf a_2).$$

The bracket is a lattice vector, so the step is equivalent to $-\boldsymbol\delta$. This is the other hollow of the triangular layer, again surrounded by three atoms. The gap is still $d/3$, and all three bonds return with length $d$. They have turned by 180° about the plane normal. Such a turn changes neither their angles with one another nor their angles with the vertical bond, so every angle is again tetrahedral. The energy change in a first-neighbour model is therefore zero. This structure is the intrinsic stacking fault.

The sense of the slip matters. A slip of $-\boldsymbol\delta$ changes the step from $\boldsymbol\delta$ to zero and places atoms directly over one another across a gap of only $d/3$. None of the three bonds returns at that spacing.

On a shuffle cut the step starts at zero, so a slip $\pm\boldsymbol\delta$ carries each atom from above its partner to a hollow. With the gap held at $d$, the shortest distance across it becomes

$$\sqrt{d^2+\frac{8d^2}{9}}=\frac{\sqrt{17}}{3}\,d=1.37\,d=0.323\ \text{nm}.$$

The one severed bond has not been replaced.

Closing the gap to $d/3$ would bring three atoms to distance $d$, but each surface atom would then have six neighbours at that distance: three old ones on its own side and three new ones across the cut. Take a unit vector along an old bond, with normal component $1/3$ and lateral component $\sqrt8/3$, and one along a new bond, with normal component $-1/3$ and the same lateral component. If their azimuths differ by $\phi$,

$$\cos\theta=-\frac19+\frac89\cos\phi .$$

For one stacking of the hollow, an old bond sees new bonds at $\phi=0,\pm120^\circ$, giving $\cos\theta=7/9,-5/9,-5/9$. For the other, $\phi=\pm60^\circ,180^\circ$ gives $1/3,1/3,-1$. None of these equals $-1/3$. In both cases

$$\sum(\cos\theta+\tfrac13)^2=\tfrac43$$

for each old bond, or 4 for each surface atom. The closed gap also crowds the next layer. In the first stacking, which belongs to the slip $-\boldsymbol\delta$, an atom of that layer sits directly overhead at only $2d/3$. In the second, three of them lie at $\sqrt{4/9+8/9}\,d=1.15\,d$.

At either hollow, three equivalent atoms face each surface atom across the cut, so no one of them can supply the single missing bond. The best compromise lies between a fully open gap, with no bonds across it, and a closed gap, with badly bent bonds and crowded atoms.

## How large the fault energies are

To find that compromise, the Stillinger-Weber energy was minimized numerically for a periodic stack of six layers with one fault per repeat. All gaps could relax, while the in-plane lattice constant and the sideways positions within each half were held fixed. The two shuffle hollows then cost 1.10 J/m² for $+\boldsymbol\delta$ and 1.01 J/m² for $-\boldsymbol\delta$.

A stationary point need not be a stable fault, and minima might also lie away from the symmetric points. In a second set of minimizations the slip vector was free as well, with 16 starting slips spread over the cell for each cut. Every shuffle search ended at the perfect crystal. The glide searches found two states of zero energy, the perfect crystal and the fault at $+\boldsymbol\delta$. They also ended in three states at 8.16 J/m² or above. The lowest of these has the energy of the fully separated crystal, which is what remains when the halves move out of range of each other. A finite set of starts can miss a shallow minimum, and here it did. At the shuffle hollow $-\boldsymbol\delta$, moving the slip by 0.015 nm in any of six directions raises the relaxed energy by about 0.002 J/m². This is a weak dip at 1.01 J/m², not a low-energy fault. At $+\boldsymbol\delta$ the same displacements lower the energy.

The zero for the glide fault is a limitation of the model. The first difference between the fault and the perfect crystal lies beyond its range. Consider a vertical bond. The three back-bonds at its lower end and the three at its upper end are staggered when the sideways steps below and above have the same sign, and eclipsed when the signs differ. A perfect stack has steps $+,+,+$ and the fault has $+,-,+$. There are two changes of sign, hence two layers of eclipsed bonds with one such bond per cell in each. The eclipsed atoms face each other at a distance

$$d+2\,\frac d3=\frac{5d}{3}=0.392\ \text{nm}.$$

If eclipsing one bond costs $E_t$, then

$$\gamma\approx\frac{2E_t}{A_0}.$$

The molecule disilane, Si₂H₆, gives a scale for $E_t$. A restricted Hartree-Fock calculation in the 6-31G* basis, with the two SiH₃ groups rotated rigidly (Si–Si 0.234 nm, Si–H 0.148 nm, tetrahedral angles), gives 0.0467 eV between the eclipsed and staggered forms. Then $2\times0.0467/0.1277=0.731$ eV/nm², or

$$\gamma\approx0.117\ \text{J/m}^2 .$$

The larger def2-TZVP basis raises the torsion energy to 0.0501 eV and $\gamma$ to 0.126 J/m², a shift of about 7%. Adding electron correlation at the MP2 level gives 0.0503 eV in 6-31G* and 0.0508 eV in def2-TZVP, or $\gamma\approx0.13$ J/m². The estimate still omits geometric relaxation, and it replaces silicon back-neighbours by hydrogen. The contacts are counted differently too: eclipsed disilane has three facing pairs of end atoms for its one bond, while in the crystal each facing pair is shared by three eclipsed bonds, which leaves one pair per bond. If the cost came mainly from those contacts, the estimate would be too high. It is an estimate of size. Even so, it lies eight to nine times below the cheaper shuffle hollow. The reason is the kind of damage done. The glide fault twists intact bonds. The shuffle fault replaces one good bond by several stretched contacts. The three between the facing layers are 0.285 nm long at $+\boldsymbol\delta$ and 0.307 nm at $-\boldsymbol\delta$, and atoms of the next layer also come within range. In this model the pair energy of all these contacts more than makes up for the lost bond, so the net cost comes from their bad angles.

## How hard each plane is to slip

The same relaxed stack was evaluated at 13 equally spaced slips along straight paths. The table gives the highest energy found on each path and, where computed, the steepest finite-difference slope. That slope estimates the shear stress needed to slide the whole plane at once, with no stress normal to it. It is somewhat low, because the points are coarse: a spacing three times finer gives 8.7 GPa for shuffle and 48 GPa for the glide partial.

| Path | Barrier (J/m²) | Steepest slope (GPa) |
|---|---:|---:|
| Shuffle, perfect slip | 0.87 | 7.9 |
| Glide, partial slip | 3.09 | 44 |
| Glide, direct perfect slip | 6.37 | – |

The barriers are 32%, 38% and 78% of the corresponding cleavage energies. The first two fractions are similar, but the third shows that the number of cut bonds does not fix the barrier: the path matters too.

Geometry accounts for the high direct path. Halfway along it, the sideways step is $\boldsymbol\delta+\mathbf a_1/2$, which lies only $s/\sqrt{12}=0.11$ nm from a position directly above an atom. Halfway along the partial path the step is $3\boldsymbol\delta/2=(\mathbf a_1+\mathbf a_2)/2$, midway between two atoms and $s/2=0.19$ nm from each. The fault thus serves the glide set twice: it is a resting place, and it lies on a route around the worst overlap.

## From a low fault energy to a split dislocation

A perfect dislocation has Burgers vector $\mathbf a_1$. It can split as

$$\mathbf a_1=\boldsymbol\delta+(\mathbf a_1-\boldsymbol\delta),\qquad |\mathbf a_1-\boldsymbol\delta|=|\boldsymbol\delta|=b_p=\frac{a}{\sqrt6}.$$

The first partial creates the fault and the second removes it. Elastic line energy scales roughly as the square of the Burgers vector, and $2b_p^2=a^2/3$ is less than $s^2=a^2/2$, so elasticity favours splitting. The fault between the partials opposes it.

Take a screw dislocation in an isotropic medium with shear modulus $\mu$ and Poisson ratio $\nu$. Its partials lie at $\pm30^\circ$ to the line. Their screw components are both $\sqrt3\,b_p/2$, which repel. Their edge components are $+b_p/2$ and $-b_p/2$, which attract. On the slip plane at distance $w$, the shear stress of a screw component $b_s$ is $\mu b_s/(2\pi w)$, and that of an edge component $b_e$ is $\mu b_e/[2\pi(1-\nu)w]$. Multiplying by the matching component of the other partial gives the net repulsion per length:

$$F=\frac{\mu}{2\pi w}\left[\frac{3b_p^2}{4}-\frac{b_p^2}{4(1-\nu)}\right]
=\frac{\mu b_p^2}{8\pi w}\,\frac{2-3\nu}{1-\nu}.$$

Widening the ribbon by $dw$ costs $\gamma\,dw$ per length, so equilibrium requires $F=\gamma$:

$$w=\frac{\mu b_p^2(2-3\nu)}{8\pi(1-\nu)\gamma}.$$

Because $F$ falls with $w$ while $\gamma$ stays constant, this equilibrium is stable.

Rough elastic constants of silicon, $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, give the averages $\mu=(C_{11}-C_{12}+3C_{44})/5=68.4$ GPa and $\lambda=(C_{11}+4C_{12}-2C_{44})/5=52.4$ GPa, hence $\nu=\lambda/[2(\lambda+\mu)]=0.217$. With $b_p=0.222$ nm,

$$w\gamma=\frac{(68.4\times10^9)(0.222\times10^{-9})^2(1.349)}{8\pi(0.783)}
\approx2.3\times10^{-10}\ \text{N}.$$

The torsional estimate of $\gamma$ gives $w=2.0$ nm, about nine partial Burgers lengths. The cheaper shuffle hollow gives 0.23 nm, about one. At that width the two cores overlap and the formula has lost its meaning. In addition, the energy rises only slightly near that hollow, so little would hold the fault in place. A fault must lie well below $w\gamma/b_p\approx1$ J/m² before two distinct partials can exist, and of the two sets only glide meets that condition here.

## The model beside real silicon

The measured intrinsic fault energy of silicon is roughly 0.05 J/m², less than half the torsional estimate. It gives $w=4.6$ nm. Electron microscopy does show ribbons a few nanometres wide, but this is not an independent check, because the measured fault energy is itself inferred from such widths by a force balance of this kind. The choice of $\gamma$ therefore moves the width by a factor of 2.3. Two other neglected effects, anisotropy and thermal softening, are smaller. The anisotropic modulus for a screw along $\langle110\rangle$, $\sqrt{C_{44}(C_{11}-C_{12})/2}=63.9$ GPa, is 6.6% below the average used. With the edge components treated anisotropically as well, the ribbon width falls by about 10%. A rough softening of $10^{-4}$ per kelvin lowers the moduli by 7% between 300 and 1000 K. Applied stress can matter more. A shear stress $\tau$ acting on the opposite edge components pushes the partials apart with a force $\tau b_p/2$ per length, so $\gamma$ is replaced by $\gamma-\tau b_p/2$. A stress of the opposite sign draws them together. For $\gamma=0.05$ J/m², a stress of 0.23 GPa halves this difference and doubles the width.

The slip barriers are less secure than the geometry. Density-functional calculations place the shuffle and glide barriers much closer together than the factor of 3.6 found here, so that factor should not be carried over to real silicon.

The static picture still explains why there is a competition. The shuffle set offers easier rigid slip but must move perfect dislocations. The glide set has stronger resistance to overcome but can work in two shorter steps. Experiments show dissociated dislocations after deformation at high temperature, and undissociated ones, generally assigned to the shuffle set, after deformation at low temperature and high stress. The energies above do not predict the changeover. It also depends on core reconstruction and on the formation and motion of kinks, none of which was calculated.

## What to do in practice

- **In a slip calculation,** state which gap is cut and the sense of the partial slip, and let the gap relax. The wrong sense on a glide cut produces atoms on top of one another instead of the fault.
- **When choosing a potential,** compute the glide fault energy first. A model with only pair and angle terms between first neighbours gives $\gamma=0$, so nothing balances the repulsion and a screw ribbon has no equilibrium width. Ribbon widths need a model that includes the torsional difference.
- **When comparing planes,** use cleavage energies for cleavage and slip barriers for slip. The ratio 1:3 is a guide to the first.
- **When reading micrographs,** a ribbon several nanometres wide places the fault on a glide plane, provided the dislocation lies on {111} and the fault is intrinsic. It does not fix the structure of the partial cores: adding or removing a row of atoms gives a partial a shuffle-type core while the fault stays where it is. An unresolved core does not by itself establish shuffle, since stress or limited resolution can hide a narrow glide ribbon.

These conclusions concern clean planar faults that repeat with the surface cell. Vacancies, impurities or a reconstruction with a larger cell could rebond a shuffle cut, and would need a separate calculation.
